# Why Abundant Deep Oxygen Vacancies Need Not Supply Abundant Electrons

Suppose that a doubly ionizable vacancy is the source of the electrons in an oxide. The reaction $V^0\rightleftharpoons V^{2+}+2e^-$ has the mass-action constant

$$K=\frac{[V^{2+}]\,n^2}{[V^0]},$$

where $n$ is the density of free electrons. $K$ has the dimension of a density squared. If few vacancies are ionized, $[V^0]$ is nearly the total density $N_V$, so $[V^{2+}]n^2=N_VK$. Neutrality makes $n$ proportional to $[V^{2+}]$, so $N_V$ and $K$ can enter $n$ only through their product. That product is a density cubed, and therefore

$$n\propto (N_VK)^{1/3}.$$

Abundance enters through a cube root, and the depth of the level enters exponentially through $K$. The electron density can thus be tiny while the vacancy density is large.

## The belief and its appeal

The belief is that an oxide with many oxygen vacancies must have many free electrons, about two per vacancy. The electron count behind it is sound. In an ionic picture the lattice oxygen is O²⁻; when it leaves as a neutral atom, two electrons stay behind. Oxygen-poor preparation favours vacancies, and if the conductivity rises as well, the argument seems complete.

The gap in the argument is the word "free". The two electrons may occupy a localized state at the vacancy, which is then neutral and contributes nothing to the conduction band. Whether they leave is decided by the position of that state relative to the Fermi level, and not by the energy needed to create the vacancy.

The statement to be shown is this: in thermal equilibrium, if the vacancy's two-electron level lies many $kT$ below the Fermi level, and the pair energy $U$ defined below is not positive, nearly all vacancies are neutral, however many there are.

## Abundance: the neutral vacancy ignores the Fermi level

Let $m$ vacancies be distributed over $N$ oxygen sites, each costing $E^0$ in the neutral state. This energy includes the chemical potential of the removed oxygen, so it is low under oxygen-poor conditions. With interactions and vibrational entropy left out, the free energy is

$$G(m)=mE^0-kT\ln\frac{N!}{m!\,(N-m)!}.$$

Stirling's formula gives $dG/dm=E^0-kT\ln[(N-m)/m]$. Setting this to zero yields $m/(N-m)=e^{-E^0/kT}$. For $m\ll N$, with $N_O$ sites per volume,

$$[V^0]=N_O\,e^{-E^0/kT}.$$

The Fermi energy $E_F$ is absent because no electron has been exchanged with the rest of the solid. A small $E^0$ promises many neutral vacancies and says nothing yet about carriers.

## Ionization: the level decides

Energies are measured from the conduction-band edge, so $E_F<0$ lies in the gap. Let the (2+/0) level, at which $V^0$ and $V^{2+}$ have equal formation energies, lie at $-D$. Moving two electrons from the vacancy to a reservoir at $E_F$ changes the formation energy by

$$E^{2+}-E^0=2(E_F+D).$$

Define the pair energy $U=E^0+E^{2+}-2E^+$. Solving for the singly charged state,

$$E^+-E^0=\tfrac12\left(E^{2+}-E^0-U\right)=E_F+D-\tfrac U2 .$$

The state $V^+$ has one unpaired electron and hence spin degeneracy 2; the other two states have degeneracy 1. The Boltzmann ratios are

$$\frac{[V^+]}{[V^0]}=2e^{-(E_F+D-U/2)/kT},\qquad
\frac{[V^{2+}]}{[V^0]}=e^{-2(E_F+D)/kT}.$$

If $U\le0$, both ratios are tiny once $E_F+D$ is many $kT$, which is the statement to be shown. A positive $U$ with $U/2>E_F+D$ would instead make $V^+$ more abundant than $V^0$.

For negative $U$, $E^+=\frac12(E^0+E^{2+})+\frac12|U|$ exceeds the average of its neighbours, so $V^+$ is never the state of lowest energy. It can still outnumber $V^{2+}$. Dividing the two ratios gives

$$\frac{[V^{2+}]}{[V^+]}=\tfrac12 e^{-(E_F+D+U/2)/kT},$$

which is small when $E_F$ lies well above $-(D+U/2)$. In that range both ionized states are rare, and $V^+$ is the less rare one.

## Neutrality and a bound

Let $z$ be the mean charge per vacancy in units of $e$, $p$ the hole density, and $N_D$ and $N_A$ the densities of fully ionized shallow donors and acceptors. Charge neutrality reads

$$n+N_A=p+N_D+N_Vz(E_F).$$

The sum of statistical weights for one vacancy has the form $Z=\sum_q c_q e^{-qE_F/kT}$, with $c_q$ independent of $E_F$. Therefore $z=\langle q\rangle=-kT\,d\ln Z/dE_F$, and a second derivative gives

$$\frac{dz}{dE_F}=-\frac{\langle q^2\rangle-\langle q\rangle^2}{kT}=-\frac{v}{kT}\le0,$$

where $v$ is the variance of the charge. Raising $E_F$ increases $n$ and decreases both $p$ and $z$. The net charge therefore falls steadily with $E_F$, and neutrality has one solution.

Now take $N_A=0$, and let $E_F^D$ be the Fermi energy that the donors would set without vacancies. At $E_F^D$ the vacancies add a charge $N_Vz\ge0$, so the neutral point can only move up. Since $z$ does not increase with $E_F$,

$$\text{electrons supplied by vacancies}=N_Vz(E_F)\le N_Vz(E_F^D).$$

Electrons already present suppress the ionization of vacancies. The right-hand side is a ceiling, and it can lie far above the true value when the vacancies themselves move $E_F$.

## Vacancies as the only source

For a parabolic band of mass $m_c$, the density of states is $(2m_c/\hbar^2)^{3/2}\sqrt E/2\pi^2$. When $E_F$ lies several $kT$ below the edge, the occupation is $e^{(E_F-E)/kT}$. With $\int_0^\infty\sqrt E\,e^{-E/kT}dE=\frac{\sqrt\pi}{2}(kT)^{3/2}$,

$$n=N_ce^{E_F/kT},\qquad N_c=2\left(\frac{m_ckT}{2\pi\hbar^2}\right)^{3/2}.$$

Hence $e^{-E_F/kT}=N_c/n$. For weak ionization, $[V^0]\simeq N_V$, and the two ratios become

$$[V^+]=N_V\frac{a_1}{n},\quad a_1=2N_ce^{-(D-U/2)/kT};\qquad
[V^{2+}]=N_V\frac{a_2}{n^2},\quad a_2=N_c^2e^{-2D/kT}.$$

Without dopants, and with negligible holes, $n=[V^+]+2[V^{2+}]$. Multiplying by $n^2$ gives

$$n^3=N_V(a_1n+2a_2).$$

There are two limits. If $V^{2+}$ supplies most electrons, the first term drops out:

$$n=(2N_VN_c^2)^{1/3}e^{-2D/3kT}.$$

This is the form found at the start, with $K=a_2$ and the factor 2 from the two electrons. If $V^+$ supplies most electrons, $n=(N_Va_1)^{1/2}$ instead.

To see which limit applies at low temperature, take the logarithm of the first:

$$E_F=kT\ln\frac n{N_c}=-\frac{2D}3+\frac{kT}3\ln\frac{2N_V}{N_c}.$$

As $kT$ becomes small, $E_F\to-2D/3$. For $V^{2+}$ to outnumber $V^+$ there, this must lie below $-(D+U/2)$, which requires $U<-2D/3$. In this limit a weaker negative $U$ leads to the square-root law. At finite temperature the change between the two laws is gradual, and near $U=-2D/3$ both terms of the cubic must be kept.

## Numbers for a model oxide

Take an electron mass of 0.3 and a hole mass of 3 free-electron masses, a gap of 3.2 eV, $D=1.0$ eV and $U=-1.0$ eV. These are round model parameters, not those of a named material. The vacancies form at 900 K with $E^0=0.6$ eV and $N_O=5\times10^{22}$ cm⁻³, in the presence of $N_D=10^{17}$ cm⁻³ shallow donors. With $kT=0.07756$ eV,

$$[V^0]=5\times10^{22}\,e^{-0.6/0.07756}=2.18\times10^{19}\ \text{cm}^{-3}.$$

The vacancies outnumber the donors by a factor of more than two hundred. Yet neutrality at 900 K gives $E_F=-0.416$ eV, with only $3.7\times10^{13}$ cm⁻³ of $V^+$ and $6.3\times10^{12}$ cm⁻³ of $V^{2+}$. Here $E_F$ lies above $-(D+U/2)=-0.5$ eV, which is why the singly charged state leads.

On cooling to 300 K, suppose that the total $N_V$ is frozen while the electrons still equilibrate. Two electrons per vacancy would mean $4.37\times10^{19}$ cm⁻³. The donors alone place the Fermi level at $-0.0959$ eV, and $kT=0.02585$ eV. The leading contribution comes from $V^+$:

$$N_Vz\simeq2N_Ve^{-(E_F+D-U/2)/kT}
=2(2.18\times10^{19})\,e^{-1.404/0.02585}\simeq1\times10^{-4}\ \text{cm}^{-3}.$$

A density of one electron per $10^4$ cm³ means, for any film, none. The free-electron density stays at the donor value of $10^{17}$ cm⁻³.

Removing the donors helps the vacancies ionize, but not by enough. At 300 K, $N_c=4.12\times10^{18}$ cm⁻³, and the cube-root law gives

$$n=\left[2(2.18\times10^{19})(4.12\times10^{18})^2\right]^{1/3}e^{-25.79}
\simeq5.7\times10^7\ \text{cm}^{-3}.$$

The full neutrality solution agrees to about 0.1%. Multiplying the vacancy density by ten multiplies $n$ by 2.157, close to $10^{1/3}=2.154$.

At 900 K the same vacancies alone give $5.27\times10^{15}$ cm⁻³, still only $2.4\times10^{-4}$ electrons per vacancy. The cube-root law is 5% below this value because it omits $V^+$; the cubic equation, which keeps it, agrees to about 0.01%.

This case was also tested without using a Fermi level. In a finite box with four million vacancies, every pair of numbers of $V^+$ and $V^{2+}$ with appreciable probability was weighted by its number of arrangements, its ionization energy and the partition function of the released electrons. The mean density was $5.267\times10^{15}$ cm⁻³, against $5.268\times10^{15}$ cm⁻³ from neutrality.

## What one more vacancy contributes

The average number of electrons supplied per vacancy need not equal the number gained by adding one. With fixed donors and negligible holes, differentiate $n=N_D+N_Vz(E_F)$:

$$dn=z\,dN_V-\frac{N_Vv}{kT}\,dE_F.$$

For a nondegenerate band $dE_F=kT\,dn/n$. Collecting the terms in $dn$,

$$\frac{dn}{dN_V}=\frac{z}{1+N_Vv/n}.$$

The denominator describes feedback: new electrons raise $E_F$ and neutralize some vacancies that were already ionized. If rare $V^{2+}$ is the only source and a fraction $f$ is ionized, then $z=2f$, $v\simeq4f$ and $n=2fN_V$. The denominator is 3, and two thirds of the naive gain is lost.

At 900 K the yield without donors is $8.4\times10^{-5}$ electrons per added vacancy. With donors it falls to $2.3\times10^{-6}$. In the second case feedback is negligible, because the donors dominate $n$; the yield is small because $z$ itself is small.

## Where the belief becomes right

Keep $N_V$, $N_D$ and $U$ fixed at 300 K and shift the vacancy levels rigidly upwards. The electrons supplied by vacancies are:

| $D$ (eV) | From vacancies (cm⁻³) |
|---:|---:|
| 0.4 | $2.7\times10^9$ |
| 0.2 | $1.1\times10^{16}$ |
| 0.1 | $5.9\times10^{17}$ |
| 0.0 | $6.0\times10^{18}$ |
| −0.3 | $4.37\times10^{19}$ |

The last row has its level 0.3 eV above the band edge. The Fermi level also enters the band, at 0.147 eV, but remains well below the vacancy level. Nearly every vacancy gives up two electrons, and the naive count is right. These rows use the full Fermi-Dirac integral, since the Boltzmann formula for $n$ fails once $E_F$ approaches or enters the band. The donors are kept fully ionized throughout, which is an idealization. A hydrogenic donor with this mass and a dielectric constant near 10 binds an electron by about 40 meV, so it would be largely refilled once $E_F$ rises to that depth, and the donors would then supply less than $10^{17}$ cm⁻³.

The row at $D=0.1$ eV separates two statements that are easily merged. The mean charge is $5.9\times10^{17}/2.18\times10^{19}=0.027$, so about 99% of the vacancies are neutral. Their electrons nevertheless outnumber those from the donors by almost six to one. "Mostly neutral" implies "unimportant as a source" only if $N_Vz\ll N_D$. For the deep level this second condition holds by a huge margin.

The same row shows the largest ratio of bound to true value in this set. At the donor-set Fermi level the vacancies could supply up to $1.8\times10^{19}$ cm⁻³, about thirty times the true value. Their first electrons raise $E_F$ from $-0.096$ to $-0.045$ eV, which shuts off most further ionization.

## Charged vacancies without free electrons

Even an ionized vacancy need not mean a free electron. Replace the donors by acceptors with $N_A<2N_V$. If $n$, $p$ and $[V^+]$ are negligible, neutrality requires $[V^{2+}]=N_A/2$, leaving $[V^0]=N_V-N_A/2$. The ionization ratio then gives

$$\frac{N_A/2}{N_V-N_A/2}=e^{-2(E_F+D)/kT},$$

and, on taking the logarithm,

$$E_F=-D+\frac{kT}{2}\ln\frac{N_V-N_A/2}{N_A/2}.$$

For $N_A=10^{17}$ cm⁻³ at 300 K, the ratio in the logarithm is about 436 and the second term is 0.0785 eV, so $E_F=-0.9215$ eV. The vacancies carry a total charge of $10^{17}$ elementary charges per cm³, but the conduction band holds only $1.4\times10^3$ electrons per cm³. The released electrons sit on the acceptors. Detecting charged vacancies is therefore not the same as detecting a source of carriers.

## Disorder and the rare shallow vacancy

In an amorphous film, vacancies have different surroundings and different levels. Let their depths $d$ follow a Gaussian of mean $D$ and width $\sigma$, with $U$ unchanged. The Gaussian is assumed for the vacancies actually present, and the numbers below hold for that assumption. If instead it described sites of equal $E^0$ on which vacancies form in equilibrium at 900 K, each depth would be weighted by $1+[V^+]/[V^0]+[V^{2+}]/[V^0]$ at growth. That factor favours shallow levels and can enlarge the tail by orders of magnitude. At low temperature, and with $V^+$ neglected, a vacancy is doubly ionized when its level lies above $E_F$, that is, when $d<-E_F$. The ionized fraction is

$$f=\int_{-\infty}^{-E_F}\frac{e^{-(d-D)^2/2\sigma^2}}{\sigma\sqrt{2\pi}}\,dd
=\frac12\operatorname{erfc}\frac{D+E_F}{\sigma\sqrt2},$$

where the substitution $t=(D-d)/(\sigma\sqrt2)$ turns the integral into the complementary error function.

Temperature smears the cutoff over an energy $s=kT/2$, the half coming from the two electrons. Near the cutoff the Gaussian grows with $x=d+E_F$ roughly as $e^{\lambda x}$, where $\lambda=(D+E_F)/\sigma^2$. For a sharp cutoff, $\int_{-\infty}^0e^{\lambda x}dx=1/\lambda$. With the thermal occupation, the standard integral for $0<\lambda s<1$ is

$$\int_{-\infty}^{\infty}\frac{e^{\lambda x}}{1+e^{x/s}}\,dx=\frac{\pi s}{\sin(\pi\lambda s)}.$$

The fraction is thus raised by the factor $\pi\lambda s/\sin(\pi\lambda s)$, which is greater than one.

For $\sigma=0.20$ eV, with the original donors restored, this factor is about 1.16. The sharp-cutoff formula gives $3.1\times10^{-6}$, and the full thermal average, expressed as half the mean charge, gives $3.6\times10^{-6}$, in accord with it. The vacancies supply $1.6\times10^{14}$ cm⁻³, far below the donor density. This is nevertheless enormously more than a single deep level at $D$ would give: the tail does all the work.

For $\sigma=0.35$ eV the tail supplies $1.7\times10^{17}$ cm⁻³, more than the donors, although about 99.6% of the vacancies remain neutral. In such a film vacancies really are an important electron source, through the few whose levels lie close to the band edge or above it. The typical vacancy is still not a donor in practice, and the carrier density is still far below two per vacancy. A mean level alone cannot settle the matter when the distribution is broad.

## What may be inferred

Oxygen-poor preparation lowers $E^0$ and raises the number of vacancies. To conclude that they cause the conductivity, one also needs their levels, the spread of those levels and the other charged defects, all placed in one neutrality equation. For a narrow distribution of levels as deep as in this model, with $U$ not positive, a high electron density near room temperature must come from something else, represented here by $N_D$. A deep (2+/0) level alone is not enough. With $D=1.0$ eV and $U=+1.5$ eV the first electron is bound by only $D-U/2=0.25$ eV, and the square-root law gives about $10^{17}$ cm⁻³ from the same vacancies at 300 K.

The argument assumes one Fermi level for band and vacancies. Under illumination, or while photoexcited electrons are slow to return, the vacancy charges are not given by these equilibrium ratios, and deep vacancies can contribute carriers for a time. The model also leaves out vacancy interactions and band-tail states, which matter when vacancies are dense or the film is strongly disordered. The numerical output gives the remaining intermediate values.

## Calculated quantities

```
electron mass, hole mass (m_e): 0.3, 3.0; gap: 3.2 eV
(2+/0) depth: 1.0 eV; pair energy U: -1.0 eV
(+/0) depth: 1.5 eV; (2+/+) depth: 0.5 eV
neutral formation energy: 0.6 eV; O sites: 5.0e+22 cm^-3
shallow donors: 1.0e+17 cm^-3
growth, room temperature: 900, 300 K
kT at growth, room: 0.07756, 0.02585 eV
N_c at growth, room: 2.143e+19, 4.123e+18 cm^-3
-- growth equilibrium with shallow donors
Fermi energy: -0.4161 eV; electrons: 1.0005e+17 cm^-3
V0, V+, V2+: 2.183e+19, 3.720e+13, 6.304e+12 cm^-3
total vacancies, then frozen: 2.183e+19 cm^-3
naive two electrons per vacancy: 4.367e+19 cm^-3
-- vacancies alone, fixed total
900 K electrons, neutrality: 5.2683e+15 cm^-3
900 K electrons, canonical box: 5.2667e+15 cm^-3
900 K electrons, cubic equation: 5.2688e+15 cm^-3
900 K electrons, cube-root law: 5.0215e+15 cm^-3
300 K Fermi energy: -0.6463 eV
300 K electrons, neutrality: 5.7264e+07 cm^-3
300 K electrons, cube-root law: 5.7198e+07 cm^-3
300 K electron ratio for tenfold vacancies: 2.1573
-- added electrons per added vacancy at 900 K
without donors: 8.420e-05; with donors: 2.280e-06
-- 300 K, shallow donors present, level shifted at fixed N_V
Fermi energy without vacancies: -0.0959 eV
depth eV | Fermi eV | n cm^-3 | from vacancies cm^-3 | bound cm^-3
  1.0 |  -0.0959 | 1.000e+17 | 1.129e-04 | 1.129e-04
  0.6 |  -0.0959 | 1.000e+17 | 1.098e+03 | 1.098e+03
  0.4 |  -0.0959 | 1.000e+17 | 2.655e+09 | 2.655e+09
  0.2 |  -0.0932 | 1.112e+17 | 1.122e+16 | 1.391e+16
  0.1 |  -0.0446 | 6.924e+17 | 5.924e+17 | 1.842e+19
  0.0 |   0.0236 | 6.142e+18 | 6.042e+18 | 4.364e+19
 -0.3 |   0.1471 | 4.377e+19 | 4.367e+19 | 4.367e+19
-- 300 K, acceptors instead of donors
acceptors: 1.0e+17 cm^-3; Fermi energy: -0.9215 eV
vacancy charge: 1.000e+17 cm^-3; electrons: 1.366e+03 cm^-3
-- 300 K, Gaussian levels, shallow donors present
width: 0.20 eV; Fermi energy: -0.0959 eV; n: 1.002e+17 cm^-3
  from vacancies: 1.562e+14 cm^-3
  half mean charge: 3.576e-06; tail formula: 3.084e-06
width: 0.35 eV; Fermi energy: -0.0695 eV; n: 2.743e+17 cm^-3
  from vacancies: 1.743e+17 cm^-3
  half mean charge: 3.992e-03; tail formula: 3.922e-03
```
